# Axial strain and the band gap of semiconducting carbon nanotubes

## 1. What a scaling estimate gets wrong

The gap of a semiconducting nanotube of diameter \(D\), bond length \(d\) and hopping energy \(t\) is about \(2td/D\). It is tempting to obtain its strain dependence by letting \(t\), \(d\) and \(D\) change in this formula. Let the tube stretch by \(\varepsilon\) along its axis and shrink by \(\nu\varepsilon\) around its circumference. The mean bond stretch is then \((1-\nu)\varepsilon/2\). With \(t\propto d^{-2}\), the product \(td\) varies as \(1/d\), and

\[
\frac{\delta E_g}{E_g}=-\frac{1-\nu}{2}\varepsilon+\nu\varepsilon=-\frac{1-3\nu}{2}\varepsilon .
\]

For \(\nu=0.2\) and a gap of 0.58 eV this is about \(-1.2\) meV per percent of strain, with the same sign for every tube. The model itself gives about 97 meV per percent for zigzag tubes, with opposite signs for the (16,0) and (17,0) tubes. The estimate fails because it averages over the three bond directions, whereas the large effect comes from their difference.

The result derived here, to leading order in \(d/D\) and \(\varepsilon\), is

\[
\boxed{\frac{dE_g}{d\varepsilon}=3p\,t(1+\nu)\cos3\theta},\qquad p=\begin{cases}+1,& n-m\equiv1 \pmod 3\\-1,& n-m\equiv2 \pmod 3.\end{cases}
\]

Here \(\theta\) is the angle between the circumference and the zigzag direction: 0 for a zigzag tube, 30° for an armchair tube. The result assumes that both sublattices follow the uniform strain. Section 7 removes that assumption, and the number changes by about a third.

## 2. The model

The tube is a rolled honeycomb sheet with one π orbital per atom. Only nearest neighbours are coupled, with energy \(-t(d/l)^2\) at bond length \(l\). Curvature is ignored apart from the periodic boundary condition.

Let \(x\) run around the circumference and \(y\) along the axis. The bonds from an A atom to its B neighbours have length \(d\) and directions

\[
\phi_j=\frac{\pi}{2}-\theta+\frac{2\pi j}{3},\qquad j=0,1,2 .
\]

The lattice vectors are \(\mathbf a_1=\boldsymbol\delta_2-\boldsymbol\delta_1\) and \(\mathbf a_2=\boldsymbol\delta_0-\boldsymbol\delta_1\). The circumference is \(\mathbf C=n\mathbf a_1+m\mathbf a_2\), of length \(\pi D\).

A Bloch state has energy \(E=\pm|f|\), with \(f=\sum_j t_j e^{i\mathbf k\cdot\boldsymbol\delta_j'}\), where primes mark deformed bonds.

**Geometry drops out.** A uniform deformation \(F\) takes \(\boldsymbol\delta_j\) to \(F\boldsymbol\delta_j\) and \(\mathbf C\) to \(F\mathbf C\). Define \(\mathbf q=F^{T}\mathbf k\). Then

\[
\mathbf k\cdot F\boldsymbol\delta_j=\mathbf q\cdot\boldsymbol\delta_j,\qquad
\mathbf k\cdot F\mathbf C=\mathbf q\cdot\mathbf C=2\pi N .
\]

In terms of \(\mathbf q\), the phases and the allowed lines are those of the unstrained tube. Strain enters through the hoppings alone.

**Hoppings.** To first order, the relative stretch of bond \(j\) is

\[
e_j=\varepsilon(\sin^2\phi_j-\nu\cos^2\phi_j)
=\varepsilon\left[\frac{1-\nu}{2}-\frac{1+\nu}{2}\cos2\phi_j\right].
\]

Since \((1+e_j)^{-2}\approx1-2e_j\),

\[
\delta t_j=-2te_j=-t(1-\nu)\varepsilon+t(1+\nu)\varepsilon\cos2\phi_j .
\]

## 3. Strain moves the band-touching point

At a corner \(\mathbf K\) of the Brillouin zone, \(\mathbf K\cdot\boldsymbol\delta_j=0,\,2\pi/3,\,-2\pi/3\). Modulo \(2\pi\) these phases equal \(\phi_j-\phi_0\). Write \(\mathbf q=\mathbf K+\boldsymbol\kappa\) and \(z=d(\kappa_x+i\kappa_y)\), so that

\[
\boldsymbol\kappa\cdot\boldsymbol\delta_j=\tfrac12\left(ze^{-i\phi_j}+z^*e^{i\phi_j}\right).
\]

All sums follow from one rule: \(\sum_j e^{is\phi_j}\) equals \(3e^{is\phi_0}\) if the integer \(s\) is a multiple of 3, and zero otherwise.

To first order in \(z\) and \(\varepsilon\),

\[
e^{i\phi_0}f=it\sum_je^{i\phi_j}\,\boldsymbol\kappa\cdot\boldsymbol\delta_j+\sum_j\delta t_j\,e^{i\phi_j}.
\]

The first sum gives \(\tfrac32itz\). In the second, the direction-independent part of \(\delta t_j\) cancels. The part with \(\cos2\phi_j\) contains \(\tfrac12e^{3i\phi_j}\) and gives \(\tfrac32t(1+\nu)\varepsilon e^{3i\phi_0}\). Because \(3\phi_0=3\pi/2-3\theta\), we have \(e^{3i\phi_0}=-ie^{-3i\theta}\). Taking out the common factor \(\tfrac32it\) leaves

\[
f=\tfrac32\,it\,e^{-i\phi_0}\left[z-(1+\nu)\varepsilon e^{-3i\theta}\right].
\]

Without strain, \(|E|=\hbar v|\boldsymbol\kappa|\) with \(v=3td/2\hbar\). The electron mass does not appear. Strain does not open a gap in the flat sheet at this order. It moves the point where the bands touch, and in a tube that movement changes the distance to the allowed lines.

## 4. The gap and its sign

From the phases at \(\mathbf K\), \(\mathbf K\cdot\mathbf a_1\equiv2\pi/3\) and \(\mathbf K\cdot\mathbf a_2\equiv-2\pi/3\), so \(\mathbf K\cdot\mathbf C\equiv2\pi(n-m)/3\) modulo \(2\pi\). The condition \(\mathbf q\cdot\mathbf C=2\pi N\) becomes

\[
\kappa_x\pi D=2\pi N'-\frac{2\pi(n-m)}{3}.
\]

If \(n-m\) is a multiple of 3, a line passes through \(\mathbf K\) and the unstrained tube is metallic in this model. Otherwise the nearest line lies at \(\kappa_x=-2p/(3D)\), and the nearest on the other side at \(+4p/(3D)\).

Along a line \(\kappa_y\) is free, and the minimum of \(|f|\) is reached when the imaginary part of the bracket vanishes. The real part remains. The gap is \(2|f|\), so

\[
E_g=3t\left|-\frac{2pd}{3D}-(1+\nu)\varepsilon\cos3\theta\right|
=3t\left|\frac{2d}{3D}+p(1+\nu)\varepsilon\cos3\theta\right| ,
\]

where the last form follows on multiplying by \(-p\). At \(\varepsilon=0\) this is \(2td/D\), and the derivative is the boxed slope. The opposite corner \(-\mathbf K\) gives the same gap, because \(f(-\mathbf q)=f(\mathbf q)^*\).

The slope does not depend on \(D\) at this order, although the gap does. The leading slope falls toward zero as \(\theta\) approaches 30°, because there the touching point moves along the allowed lines instead of across them. In a near-armchair semiconducting tube such as \((n,n-1)\), \(\cos3\theta\) is itself of order \(d/D\). The whole slope is then small, but the leading term is still about four times the correction of Section 5: about 9 against 2 meV per percent for (10,9).

**The zigzag tube directly.** For \(\theta=0\) one bond, with hopping \(t_1\), lies along the axis, and two equal bonds, with hopping \(t_2\), are slanted. With \(c=\cos(\pi N/n)<0\),

\[
|f|^2=t_1^2+4t_2^2c^2+4t_1t_2c\cos(3q_yd/2),
\]

whose minimum is at \(q_y=0\). Hence \(E_g=2\,|t_1-2|c|\,t_2|\). The slanted bonds have \(\sin^2\phi=1/4\), so

\[
\delta t_1=-2t\varepsilon,\qquad \delta t_2=-\tfrac12(1-3\nu)t\varepsilon .
\]

In a wide tube \(2|c|\to1\), and \(\delta(t_1-t_2)=-\tfrac32(1+\nu)t\varepsilon\). Twice this is the slope \(3t(1+\nu)\) in magnitude. Tension weakens the axial bond most. The gap shrinks where \(t_1\) is the larger term, as in (17,0), and grows where \(2|c|t_2\) is larger, as in (16,0).

## 5. Twist and finite diameter

**Twist.** Suppose the circumferential displacement grows along the axis at the rate \(\gamma\). This adds \(\tfrac12\gamma\sin2\phi_j\) to \(e_j\) and \(-t\gamma\sin2\phi_j\) to \(\delta t_j\). Since \(\sum_j\sin2\phi_j\,e^{i\phi_j}=3e^{3i\phi_0}/(2i)\), division by \(\tfrac32it\) puts \(\gamma e^{3i\phi_0}=-i\gamma e^{-3i\theta}\) into the bracket. Its real part is \(-\gamma\sin3\theta\), so

\[
E_g=3t\left|\frac{2d}{3D}+p\left[(1+\nu)\varepsilon\cos3\theta+\gamma\sin3\theta\right]\right|.
\]

A chiral tube that twists while being pulled therefore has an additional gap change.

**Next order in \(d/D\).** Return to \(\gamma=0\) and call the bracket \(g\), so that \(E_g=3t\min|g|\). Of the second-order terms dropped so far, those in \(\varepsilon^2\) do not affect the slope at zero strain. Two other kinds do.

- The second-order phase term is \(-\tfrac t2\sum_je^{i\phi_j}(\boldsymbol\kappa\cdot\boldsymbol\delta_j)^2\). Only its \(z^{*2}\) part survives and gives \(-\tfrac38tz^{*2}e^{3i\phi_0}\). Divided by \(\tfrac32it\), this is \(\tfrac14e^{-3i\theta}z^{*2}\).
- The mixed term is \(i\sum_j\delta t_j\,e^{i\phi_j}\,\boldsymbol\kappa\cdot\boldsymbol\delta_j\). After the same division it gives \(-(1-\nu)\varepsilon z+\tfrac12(1+\nu)\varepsilon z^*\).

Therefore

\[
g=z-(1+\nu)\varepsilon e^{-3i\theta}+\tfrac14e^{-3i\theta}z^{*2}-(1-\nu)\varepsilon z+\tfrac12(1+\nu)\varepsilon z^* .
\]

Put \(z=u+iy\) with \(u=-2pd/(3D)\). At the minimum over \(y\), \(g\) is perpendicular in the complex plane to \(\partial g/\partial y\approx i(1-\tfrac12ue^{-3i\theta})\). Up to its sign, \(g\) then has the small phase \(\chi=\tfrac12u\sin3\theta\). Since \(|g|\) is stationary in \(y\), its strain derivative can be taken at fixed \(y\), which is itself of order \(u^2\):

\[
\frac{d|g|}{d\varepsilon}=-p\,\mathrm{Re}\left\{e^{-i\chi}\left[-(1+\nu)e^{-3i\theta}-(1-\nu)u+\tfrac12(1+\nu)u\right]\right\}.
\]

With \(\cos(3\theta+\chi)\approx\cos3\theta-\tfrac12u\sin^23\theta\) and \(-pu=2d/(3D)\),

\[
\frac{dE_g}{d\varepsilon}=3pt(1+\nu)\cos3\theta+\frac{2td}{D}\left[-(1-\nu)+\frac{1+\nu}{2}(1+\sin^23\theta)\right].
\]

At \(\theta=0\) the last bracket is \(-(1-3\nu)/2\). The scaling estimate of Section 1 is thus the small correction for a zigzag tube, with the main term missing.

## 6. How far the straight line holds

Let \(X=(1+\nu)\varepsilon\cos3\theta\). The nearest line gives the gap \(3t|2d/(3D)+pX|\), and the line on the other side gives \(3t|4d/(3D)-pX|\). The true gap is the smaller. Two events end the linear range:

- The gap closes at \(pX=-2d/(3D)\), which needs tension for \(p=-1\) and compression for \(p=+1\). For zigzag tubes near 1.3 nm this is a strain of about 6 %, and a real tube may buckle before such a compression is reached.
- The two lines exchange roles at \(pX=d/(3D)\). The gap there is \(3td/D\), one and a half times its unstrained value, and the slope then reverses.

## 7. When the sublattices shift

Symmetry allows the B atoms to move relative to the A atoms by a vector \(\boldsymbol\Delta\) under strain. The extra phase \(\mathbf k\cdot\boldsymbol\Delta\) is common to all three bonds and leaves \(|f|\) unchanged, but the bond lengths change.

Write the direction-dependent stretch as \(\eta\cos2\phi_j\), with \(\eta=-(1+\nu)\varepsilon/2\). Since \(3\phi_j\) and \(3\phi_0\) differ by a multiple of \(2\pi\), \(\cos2\phi_j=\cos(3\phi_0-\phi_j)\). A shift

\[
\boldsymbol\Delta=-\zeta\eta d\,(\cos3\phi_0,\ \sin3\phi_0)
\]

changes the stretch to \((1-\zeta)\eta\cos2\phi_j\). The bond rotation changes from \(-\eta\sin2\phi_j\) to \(-(1+\zeta)\eta\sin2\phi_j\). A component of \(\boldsymbol\Delta\) perpendicular to this one does not couple to the strain and would cost energy.

To find \(\zeta\), take springs with stretching energy \(\tfrac12k_sd^2(\text{relative stretch})^2\) per bond and bending energy \(\tfrac12k_bd^2(\text{angle change})^2\) per angle. A cell has three bonds and six angles. The squared stretches sum to \(\tfrac32(1-\zeta)^2\eta^2\), and the squared angle changes to \(9(1+\zeta)^2\eta^2\). With \(b=6k_b/k_s\),

\[
W=\tfrac34k_sd^2\eta^2\left[(1-\zeta)^2+b(1+\zeta)^2\right].
\]

Setting \(dW/d\zeta=0\) gives \(1-\zeta=b(1+\zeta)\), so \(1-\zeta=2b/(1+b)\), and the minimum is \(W=3k_sd^2\eta^2\,b/(1+b)\).

For cell area \(A\) and shear modulus \(\mu\) of the sheet, this energy is \(2\mu\eta^2A\). An equal strain \(e\) in both directions costs \(\tfrac32k_sd^2e^2=2K_2e^2A\), where \(K_2\) is the area modulus. Dividing the two relations gives \(\mu/K_2=2b/(1+b)=1-\zeta\).

Finally, the circumferential stress of a freely pulled tube vanishes: \(K_2(1-\nu)\varepsilon-\mu(1+\nu)\varepsilon=0\). Hence

\[
1-\zeta=\frac{1-\nu}{1+\nu},\qquad
\frac{dE_g}{d\varepsilon}=3p\,t(1-\nu)\cos3\theta .
\]

Within this spring model, relaxation replaces \(1+\nu\) by \(1-\nu\). A direct numerical minimisation of the spring energy for the wide tubes (160,60) and (401,0) gave slopes within 2 % of this formula.

## 8. Worked example

Take \(t=2.7\) eV, \(d=0.142\) nm and \(\nu=0.2\), all rough values for carbon nanotubes. Then

\[
3t(1+\nu)=3\times2.7\times1.2=9.72\ \text{eV}=97.2\ \text{meV per percent}.
\]

**The (17,0) tube.** Here \(17\equiv2\) modulo 3, so \(p=-1\), and \(D=1.331\) nm. The leading gap is \(2\times2.7\times0.142/1.331=0.576\) eV, against 0.586 eV from the full flat-sheet model. The leading slope is \(-97.2\) meV per percent. The next-order term is \(0.576\times(-0.2)=-0.115\) eV, or \(-1.15\) meV per percent, for a total of \(-98.35\). The full model gives \(-98.37\).

**The (16,0) tube.** Now \(p=+1\), and the slope is \(+96.0\) meV per percent. One step in \(n\) reverses the response.

**The (13,6) tube.** With \(\theta=18.0^\circ\) and \(\cos3\theta=0.588\), the leading slope is \(97.2\times0.588=57.2\) meV per percent, against 58.2 in the full model. A twist of 0.001 rad, in the sense of Section 5 and with both sublattices following the uniform deformation, adds 6.4 meV to the gap.

At 0.5 % tension the (16,0) gap rises by \(96.0\times0.5=48.0\) meV, less 0.4 meV from nonlinearity. The thermal factor \(\exp(-\delta E_g/2k_BT)\), which governs the intrinsic carrier density apart from its prefactor, is 0.40 at 300 K. For (17,0) it is 2.6.

For (17,0) the law of Section 6 puts the closing of the gap at 5.9 % tension, while the full model gives 6.7 %. Dividing the full gap by the full initial slope, \(586/98.4\), gives 6.0 %, so most of the difference comes from nonlinearity in strain. For (16,0) the slope reverses at 3.6 %, against 3.1 % from the law.

## 9. The numbers and real devices

The strain of 0.5 % used in Section 8 is an illustrative value. The strain in the formula is that of the tube, which is less than that of the substrate if the tube slips.

The assumption of uniform deformation has a large effect on the slope. With relaxed sublattices, the (17,0) slope drops in magnitude from 98 to 67 meV per percent. For (16,0) it becomes 62, so 0.5 % strain gives about 31 meV and a thermal factor near 0.55. The strains at which the (17,0) gap closes and the (16,0) slope reverses also move up, to about 10.5 % and 5.6 % in the same spring model. Harmonic springs are a doubtful assumption at such large strains, so these two values are only indicative.

The hopping law matters as much. If \(t\propto l^{-\beta}\), then \(\delta t_j=-\beta te_j\), and the slope is multiplied by \(\beta/2\). A steeper law with \(\beta=3\) gives \(-148\) meV per percent for unrelaxed (17,0) and \(-101\) with relaxation. The last value lies near the original 97 because \(\tfrac32(1-\nu)/(1+\nu)=1\) at \(\nu=0.2\). That agreement is a coincidence of the chosen numbers and does not support the uniform-strain assumption.

Curvature tilts neighbouring orbitals and mixes in σ-type overlap. An estimate with a σ-to-π hopping ratio of \(-4\), a rough value, and without mixing of s orbitals lowers the (17,0) gap by 82 meV, or 14 %. This shift should not be carried over to a real tube, because the neglected mixing opposes it. Tight-binding models with all four valence orbitals, in two common parameter sets, raise the gap by 6 and 18 meV instead, for a simply rolled sheet. These values are only indicative: other sets give from about 4 to 36 meV, and keeping all bond lengths equal to \(d\) on the cylinder adds roughly 10 meV more. In all these estimates, made with unrelaxed sublattices, the (17,0) slope changes by no more than about 1 %.

The model also leaves out the interaction between electrons. In Gaussian units its scale is \(e^2/(\kappa_sD)\), which is 0.27 eV for (17,0) with a surrounding dielectric constant \(\kappa_s=4\). This is nearly half the gap. The computed gaps are therefore one-electron values, not predictions of a measured transport or optical gap, and the slopes carry the same reservation. The remaining values are in the numerical output.

## Table of computed values

```
hopping t = 2.7 eV, bond d = 0.142 nm, nu = 0.2
velocity 3td/(2 hbar) = 8.737e+05 m/s
3t(1+nu) = 9.720 eV = 97.2 meV per %
3t(1-nu), relaxed = 6.480 eV = 64.8 meV per %
strain = 0.50 %, kT at 300 K = 25.85 meV
tube (16,0): p = +1, D = 1.253 nm
  theta = 0.00 deg, cos 3theta = 1.0000
  gap: 2td/D = 0.6122 eV, numeric = 0.6002 eV
  slope, leading law = 97.20 meV per %
  slope, next order = 95.98 meV per %
  slope, numeric = 96.00 meV per %
  slope, numeric, relaxed = 62.40 meV per %
  gap change at strain = 47.56 meV
  nonlinear part of it = -0.438 meV
  exp(-change/2kT) = 0.399
tube (17,0): p = -1, D = 1.331 nm
  theta = 0.00 deg, cos 3theta = 1.0000
  gap: 2td/D = 0.5761 eV, numeric = 0.5860 eV
  slope, leading law = -97.20 meV per %
  slope, next order = -98.35 meV per %
  slope, numeric = -98.37 meV per %
  slope, numeric, relaxed = -67.14 meV per %
  gap change at strain = -48.75 meV
  nonlinear part of it = 0.431 meV
  exp(-change/2kT) = 2.568
tube (13,6): p = +1, D = 1.317 nm
  theta = 17.99 deg, cos 3theta = 0.5881
  gap: 2td/D = 0.5822 eV, numeric = 0.5752 eV
  slope, leading law = 57.17 meV per %
  slope, next order = 58.29 meV per %
  slope, numeric = 58.16 meV per %
  slope, numeric, relaxed = 37.24 meV per %
  gap change at strain = 28.85 meV
  nonlinear part of it = -0.231 meV
  exp(-change/2kT) = 0.572
slope reversal (16, 0): law 3.15 %, scan 3.64 %
gap closing (17, 0): law 5.93 %, scan 6.70 %
(17,0) slope, exponent 3 = -147.56 meV per %
(17,0) slope, exponent 3, relaxed = -100.72 meV per %
(17,0) gap shift by curvature = -82.05 meV
(17,0) slope with curvature = -97.22 meV per %
(13,6) gap change for twist 0.001 rad = 6.44 meV
(17,0) e^2/(kappa_s D), kappa_s = 4: 0.270 eV
```
